**Korhonen stress growth and void nucleation at a blocked end**

For a stress-free semi-infinite line, the program tests σ(0,t) = 2G√(κt/π) and t_n = πσc²/(4κG²), where σ is the hydrostatic stress, G the electron-wind stress gradient, κ the stress diffusivity and σc the critical stress. It asserts symbolically that the full profile satisfies the diffusion equation and the blocked-end condition, and by quadrature that the total tension is κGt. A finite-volume solution of Korhonen's equation confirms the profile, the square-root growth and the inverse-square dependence on current density. Further assertions cover the finite-line series, uniform initial tension, the current exponent with Joule heating, void growth, and the survival of the inverse-square law when diffusivity depends on stress. For the copper example at 573 K and 2 MA/cm², the output gives a nucleation time of about 350 h, falling to 87 h when the current density doubles at fixed temperature. At 378 K and 1 MA/cm², the stress-free estimate of about 2600 years drops to about 100 years once elastic thermal tension and stress-dependent diffusivity are included. These are model estimates from rough typical inputs, not measured lifetimes.

## Program and output

```python
"""
Result under test: Korhonen's equation
    d(sigma)/dt = d/dx [ kappa ( d(sigma)/dx + G ) ],  x > 0,
with a blocked end at x = 0 and zero initial stress, gives
    sigma(0,t) = 2 G sqrt(kappa t / pi),
    t_n = pi sigma_c^2 / (4 kappa G^2), proportional to 1/j^2.
sigma: hydrostatic stress (tension positive); G: electron-wind stress gradient;
kappa: stress diffusivity; sigma_c: critical stress; j: current density.
Working units: micrometre, MPa, hour. Material inputs are rough typical values.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import erfc

# Inputs for a copper line on a tungsten contact plug
T_test, T_use, T_free = 573.0, 378.0, 623.0      # K
j_test, j_use = 2.0, 1.0                         # MA/cm2
charge_number = 1.0                              # magnitude of Z*
atomic_volume = 0.0118e-27                       # m3
modulus = 28000.0                                # MPa
sigma_c = 400.0                                  # MPa
D_test = 1.6e-17                                 # m2/s at T_test
activation = 0.90                                # eV
rho_test, rho_slope = 4.5, 0.0068                # microohm cm, per K
line_length = 400.0                              # micrometre
expansion_mismatch = 14e-6                       # 1/K, linear
height, oxide, k_oxide = 200e-9, 500e-9, 1.0     # m, m, W/(m K)
void_target = 0.100                              # micrometre


def resistivity(T):
    return rho_test + rho_slope * (T - T_test)


def wind_gradient(j, T):
    force = const.e * charge_number * resistivity(T) * 1e-8 * j * 1e10
    return force / atomic_volume * 1e-12


def diffusivity(T):
    return D_test * np.exp(-activation * const.e / const.k
                           * (1 / T - 1 / T_test))


def stress_diffusivity(T):
    value = diffusivity(T) * modulus * 1e6 * atomic_volume / (const.k * T)
    return value * 1e12 * 3600


def stress(x, t, grad, kap):
    return grad * (2 * np.sqrt(kap * t / np.pi) * np.exp(-x**2 / (4 * kap * t))
                   - x * erfc(x / (2 * np.sqrt(kap * t))))


def nucleation_time(j, T):
    return np.pi * sigma_c**2 / (4 * stress_diffusivity(T)
                                 * wind_gradient(j, T)**2)


def evolve(start, length, grad, kap, hours, coupling=0.0,
           void=False, far_blocked=False, stop=None):
    """Finite-volume solution; kappa may vary as exp(coupling*stress)."""
    dx = length / len(start)

    def rate(t, u):
        flux = np.zeros(len(u) + 1)
        face = kap * np.exp(coupling * 0.5 * (u[1:] + u[:-1]))
        flux[1:-1] = face * (np.diff(u) / dx + grad)
        if void:
            flux[0] = kap * (2 * u[0] / dx + grad)
        if not far_blocked:
            flux[-1] = kap * np.exp(coupling * u[-1]) * grad
        return np.diff(flux) / dx

    events = None
    if stop is not None:
        def events(t, u):
            return u[0] + grad * dx / 2 - stop
        events.terminal = True
        events.direction = 1
    result = solve_ivp(rate, (0, hours), start, method="LSODA", lband=1,
                       uband=1, rtol=1e-7, atol=1e-6, events=events)
    assert result.success
    if stop is not None:
        assert len(result.t_events[0]) == 1
        return result.t_events[0][0]
    return result.y[:, -1]


G = wind_gradient(j_test, T_test)
kappa = stress_diffusivity(T_test)
t_n = nucleation_time(j_test, T_test)
diffusion_length = np.sqrt(kappa * t_n)

# Symbolic check of the equation and the blocked boundary
x, t, k, g = sp.symbols("x t k g", positive=True)
formula = g * (2 * sp.sqrt(k * t / sp.pi) * sp.exp(-x**2 / (4 * k * t))
               - x * sp.erfc(x / (2 * sp.sqrt(k * t))))
assert sp.simplify(sp.diff(formula, t) - k * sp.diff(formula, x, 2)) == 0
assert sp.simplify(sp.diff(formula, x).subs(x, 0) + g) == 0
assert abs(stress(1.0, 1e-4, G, kappa)) < 1e-10
stored = quad(lambda y: stress(y, t_n, G, kappa), 0, 14 * diffusion_length,
              epsabs=1e-8)[0]
assert abs(stored / (kappa * G * t_n) - 1) < 1e-7

# Finite-volume solution of the original equation
cells, domain = 600, 300.0
dx = domain / cells
centres = (np.arange(cells) + 0.5) * dx
zero = np.zeros(cells)
profile = evolve(zero, domain, G, kappa, t_n)
quarter = evolve(zero, domain, G, kappa, t_n / 4)
assert np.max(np.abs(profile - stress(centres, t_n, G, kappa))) < 0.002*sigma_c
surface_full = profile[0] + G * dx / 2
surface_quarter = quarter[0] + G * dx / 2
growth_power = np.log(surface_full / surface_quarter) / np.log(4)
assert abs(surface_full / sigma_c - 1) < 0.002
assert abs(growth_power - 0.5) < 0.002
t_fd = evolve(zero, domain, G, kappa, 3 * t_n, stop=sigma_c)
G_double = wind_gradient(2 * j_test, T_test)
t_fd_double = evolve(zero, domain, G_double, kappa, t_n, stop=sigma_c)
current_power = np.log(t_fd / t_fd_double) / np.log(2)
assert abs(t_fd / t_n - 1) < 0.005
assert abs(current_power - 2) < 0.01

# Diffusivity that rises with tension as exp(Omega*sigma/kT)
coupling = atomic_volume * 1e6 / (const.k * T_test)
t_nonlinear = evolve(zero, domain, G, kappa, 3 * t_n, coupling, stop=sigma_c)
t_nonlinear_double = evolve(zero, domain, G_double, kappa, t_n, coupling,
                            stop=sigma_c)
nonlinear_power = np.log(t_nonlinear / t_nonlinear_double) / np.log(2)
assert abs(nonlinear_power - 2) < 0.01
assert t_nonlinear > sigma_c**2 / (2 * kappa * G**2)
nonlinear_quarter = evolve(zero, domain, G, kappa, t_nonlinear / 4, coupling)
nonlinear_growth = (np.log(sigma_c / (nonlinear_quarter[0] + G * dx / 2))
                    / np.log(4))


# Finite line with both ends blocked
def finite_end_stress(time, length, grad, kap):
    n = np.arange(1, 2001, 2)
    series = np.sum(np.exp(-(n * np.pi / length)**2 * kap * time) / n**2)
    return grad * length * (0.5 - 4 / np.pi**2 * series)


def finite_time(length, grad, kap, reference):
    return brentq(lambda s: finite_end_stress(s, length, grad, kap) - sigma_c,
                  0.5 * reference, 50 * reference)


critical_length = 2 * sigma_c / G
short = 0.9 * critical_length
short_cells = 200
short_start = np.zeros(short_cells)
for hours in (0.5 * t_n, t_n, 10 * short**2 / kappa):
    u = evolve(short_start, short, G, kappa, hours, far_blocked=True)
    end = u[0] + G * short / short_cells / 2
    assert abs(end / finite_end_stress(hours, short, G, kappa) - 1) < 0.003
short_limit = end
assert abs(short_limit / (G * short / 2) - 1) < 0.003
assert short_limit < sigma_c
ratio_long = finite_time(line_length, G, kappa, t_n) / t_n
ratio_near = finite_time(1.2 * critical_length, G, kappa, t_n) / t_n


# Thermal tension: fully elastic estimate, no relaxation
def thermal_tension(T):
    return 3 * expansion_mismatch * (T_free - T) * modulus


tension_test, tension_use = thermal_tension(T_test), thermal_tension(T_use)
t_thermal = evolve(zero + tension_test, domain, G, kappa, 3 * t_n,
                   stop=sigma_c)
thermal_factor = (1 - tension_test / sigma_c)**2
assert abs(t_thermal / t_n / thermal_factor - 1) < 0.005


# Joule heating: one-dimensional heat flow through the dielectric
def heating(j):
    rise = 0.0
    for _ in range(30):
        rho = resistivity(T_test + rise) * 1e-8
        rise = (j * 1e10)**2 * rho * height * oxide / k_oxide
    return rise


def log_slope(function, j, step=0.01):
    high, low = function(j * np.exp(step)), function(j * np.exp(-step))
    return -(np.log(high) - np.log(low)) / (2 * step)


rise = heating(j_test)
heated_ratio = nucleation_time(j_test, T_test + rise) / t_n
heated_power = log_slope(
    lambda j: nucleation_time(j, T_test + heating(j)), j_test)
estimate = 2 + 2 * rise * (activation * const.e / (const.k * T_test**2)
                           - 1 / T_test + 2 * rho_slope / rho_test)
assert abs(heated_power - estimate) < 0.005


# Void growth after nucleation: zero stress at the void surface
def void_length(s, grad, kap, start_time):
    reach = 2 * np.sqrt(kap * s)
    released = quad(lambda y: stress(y, start_time, grad, kap)
                    * erfc(y / reach), 0, 7 * reach, epsabs=1e-9)[0]
    return (kap * grad * s + released) / modulus


def growth_time(j):
    grad, start_time = wind_gradient(j, T_test), nucleation_time(j, T_test)
    return brentq(lambda s: void_length(s, grad, kappa, start_time)
                  - void_target, 1e-5 * start_time, 20 * start_time,
                  xtol=1e-9)


t_growth = growth_time(j_test)
before = stress(centres, t_n, G, kappa)
after = evolve(before, domain, G, kappa, t_growth, void=True)
void_fd = (np.sum(before - after) * dx + kappa * G * t_growth) / modulus
assert abs(void_fd / void_target - 1) < 0.01
failure_power = log_slope(
    lambda j: nucleation_time(j, T_test) + growth_time(j), j_test)

# Conditions of use
G_use, kappa_use = wind_gradient(j_use, T_use), stress_diffusivity(T_use)
t_use = nucleation_time(j_use, T_use)
ratio_use = finite_time(line_length, G_use, kappa_use, t_use) / t_use
thermal_use = (1 - tension_use / sigma_c)**2
coupling_use = atomic_volume * 1e6 / (const.k * T_use)
t_use_full = evolve(zero + tension_use, domain, G_use, kappa_use, 3 * t_use,
                    coupling_use, stop=sigma_c)
hours_per_year = const.year / 3600


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Test temperature", T_test, "K")
show("Test current density", j_test, "MA/cm2")
show("Effective charge number, magnitude", charge_number)
show("Atomic volume", atomic_volume * 1e27, "nm3")
show("Effective modulus", modulus / 1000, "GPa")
show("Critical stress", sigma_c, "MPa")
show("Atomic diffusivity at test", D_test * 1e4, "cm2/s")
show("Activation energy", activation, "eV")
show("Resistivity at test", rho_test, "microohm cm")
show("Resistivity slope", rho_slope, "microohm cm/K")
show("Wind gradient G", G, "MPa/um")
show("Stress diffusivity kappa", kappa, "um2/h")
show("Nucleation time, formula", t_n, "h")
show("Nucleation time, finite volume", t_fd, "h")
show("Nucleation time at doubled current", t_fd_double, "h")
show("Diffusion length at nucleation", diffusion_length, "um")
show("End stress at quarter time, finite volume", surface_quarter, "MPa")
for place in (10.0, 20.0, 40.0):
    show(f"Stress at nucleation, x = {place:.0f} um",
         stress(place, t_n, G, kappa), "MPa")
show("Time power of end stress, finite volume", growth_power)
show("Inverse current power, finite volume", current_power)
show("Omega sigma_c/kT at test", coupling * sigma_c)
show("Time ratio, stress-dependent D", t_nonlinear / t_n)
show("Inverse current power, stress-dependent D", nonlinear_power)
show("Time power of stress, stress-dependent D", nonlinear_growth)
show("Critical line length", critical_length, "um")
show("Example line length", line_length, "um")
show("Time ratio, example line length", ratio_long, digits=6)
show("Time ratio, 1.2 critical lengths", ratio_near)
show("Final end stress, 0.9 critical length", short_limit, "MPa")
show("Stress-free temperature", T_free, "K")
show("Linear expansion mismatch", expansion_mismatch * 1e6, "ppm/K")
show("Thermal tension at test", tension_test, "MPa")
show("Time ratio, thermal tension at test", thermal_factor)
show("Line height", height * 1e9, "nm")
show("Dielectric thickness", oxide * 1e9, "nm")
show("Dielectric thermal conductivity", k_oxide, "W/(m K)")
show("Joule temperature rise", rise, "K")
show("Time ratio, Joule heating", heated_ratio)
show("Inverse current power with heating", heated_power)
show("Void length for failure", void_target * 1000, "nm")
show("Void growth time", t_growth, "h")
show("Inverse current power, nucleation plus growth", failure_power)
show("Use temperature", T_use, "K")
show("Use current density", j_use, "MA/cm2")
show("Resistivity at use", resistivity(T_use), "microohm cm")
show("Wind gradient at use", G_use, "MPa/um")
show("Stress diffusivity at use", kappa_use, "um2/h")
show("Nucleation time at use, stress-free", t_use, "h")
show("The same in years", t_use / hours_per_year, "years")
show("Critical line length at use", 2 * sigma_c / G_use, "um")
show("Time ratio at use, example line length", ratio_use)
show("Thermal tension at use", tension_use, "MPa")
show("Time ratio at use, thermal tension, constant D", thermal_use)
show("Use time, thermal tension and stress-dependent D", t_use_full, "h")
show("The same with both effects in years",
     t_use_full / hours_per_year, "years")
print("all tests passed")
```

Output:

```
Test temperature: 573 K
Test current density: 2 MA/cm2
Effective charge number, magnitude: 1
Atomic volume: 0.0118 nm3
Effective modulus: 28 GPa
Critical stress: 400 MPa
Atomic diffusivity at test: 1.6e-13 cm2/s
Activation energy: 0.9 eV
Resistivity at test: 4.5 microohm cm
Resistivity slope: 0.0068 microohm cm/K
Wind gradient G: 12.22 MPa/um
Stress diffusivity kappa: 2.406 um2/h
Nucleation time, formula: 349.8 h
Nucleation time, finite volume: 349.8 h
Nucleation time at doubled current: 87.44 h
Diffusion length at nucleation: 29.01 um
End stress at quarter time, finite volume: 200 MPa
Stress at nucleation, x = 10 um: 289.6 MPa
Stress at nucleation, x = 20 um: 202.2 MPa
Stress at nucleation, x = 40 um: 87.59 MPa
Time power of end stress, finite volume: 0.5
Inverse current power, finite volume: 2
Omega sigma_c/kT at test: 0.5966
Time ratio, stress-dependent D: 0.9098
Inverse current power, stress-dependent D: 2
Time power of stress, stress-dependent D: 0.5164
Critical line length: 65.47 um
Example line length: 400 um
Time ratio, example line length: 1
Time ratio, 1.2 critical lengths: 1.175
Final end stress, 0.9 critical length: 360 MPa
Stress-free temperature: 623 K
Linear expansion mismatch: 14 ppm/K
Thermal tension at test: 58.8 MPa
Time ratio, thermal tension at test: 0.7276
Line height: 200 nm
Dielectric thickness: 500 nm
Dielectric thermal conductivity: 1 W/(m K)
Joule temperature rise: 1.805 K
Time ratio, Joule heating: 0.9422
Inverse current power with heating: 2.119
Void length for failure: 100 nm
Void growth time: 15.54 h
Inverse current power, nucleation plus growth: 1.917
Use temperature: 378 K
Use current density: 1 MA/cm2
Resistivity at use: 3.174 microohm cm
Wind gradient at use: 4.31 MPa/um
Stress diffusivity at use: 0.0003008 um2/h
Nucleation time at use, stress-free: 2.249e+07 h
The same in years: 2568 years
Critical line length at use: 185.6 um
Time ratio at use, example line length: 1.001
Thermal tension at use: 288.1 MPa
Time ratio at use, thermal tension, constant D: 0.07823
Use time, thermal tension and stress-dependent D: 8.788e+05 h
The same with both effects in years: 100.3 years
all tests passed
```
